\section*{Long-wavelength RPA screening in metals: the static and dynamic limits, part 2}

The problem is the $q\to0$ screening of a collisionless, time-reversal-symmetric metal with spin-degenerate bands $\varepsilon_{n\mathbf k}$, in the RPA and Hartree atomic units. Bands crossing the Fermi level $\mu$ are non-degenerate there and gapped from the others. The polarizability, with reciprocal vectors $\mathbf G$ and occupations $f$, is
\begin{equation}
\chi_{\mathbf G\mathbf G'}=2\!\int\!\frac{d^3k}{(2\pi)^3}\sum_{nm}
\rho^*(\mathbf G)\rho(\mathbf G')\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{z+\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}},
\label{def}
\end{equation}
where $\rho(\mathbf G)=\langle m\,\mathbf k+\mathbf q|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k\rangle$ and $z=\omega+i0$ or $i\nu$. Also $\epsilon=1-v^{1/2}\chi v^{1/2}$, $v=4\pi/|\mathbf q+\mathbf G|^2$. With $s=z/q$ and $\mathbf v=\nabla_{\mathbf k}\varepsilon$,
\begin{equation}
\chi_{00}(\mathbf q,z)=F(\hat{\mathbf q},s)+O(q^2),\qquad
F=2\sum_n\oint_{\rm FS}\frac{dS}{(2\pi)^3|\mathbf v|}\,\frac{(\hat{\mathbf q}\cdot\mathbf v)^2}{s^2-(\hat{\mathbf q}\cdot\mathbf v)^2}.
\label{F}
\end{equation}
Let $u=\hat{\mathbf q}\cdot\mathbf v$, $v_{\max}=\max|u|$, $N=2\sum_n\oint dS/[(2\pi)^3|\mathbf v|]$, and $\langle\cdot\rangle$ the Fermi-surface average of weight $dS/|\mathbf v|$. Then $F=N\langle u^2/(s^2-u^2)\rangle$, and for $|s|>v_{\max}$
\begin{equation}
F=\frac{N\langle u^2\rangle}{s^2}\left[1+\frac{\langle u^4\rangle}{\langle u^2\rangle s^2}+\dots\right],\qquad
N\langle u^2\rangle=\hat q_iD_{ij}\hat q_j .
\label{series}
\end{equation}
At fixed $z$, $\epsilon_{00}\to\epsilon_{\rm inter}(z)-\omega_p^2/z^2$, where $\omega_p^2=\kappa^2\langle u^2\rangle$, $\kappa^2=4\pi N$, and $\epsilon_{\rm inter}-1$ is the interband part. The $f$-sum is $\hat q_iD_{ij}\hat q_j+S=n$, with interband weight $S$ and electron density $n$.

The periodic parts $|u_{n\mathbf k}\rangle$ obey, with $\mathbf p=-i\nabla+\mathbf k$ and $\Delta_{mn}=\varepsilon_m-\varepsilon_n$,
\begin{equation}
|u_{n\mathbf k+\mathbf q}\rangle=|u_n\rangle-\sum_{m\ne n}|u_m\rangle\frac{\mathbf q\cdot\mathbf p_{mn}}{\Delta_{mn}}+O(q^2).
\label{kp}
\end{equation}

``The model'' is a layered metal, $V=2U\cos Gz$, $G=2\pi/c$, $\varepsilon=k_\parallel^2/2+e_n(k_z)$, with $c=6$ bohr, $U=0.05$ Ha, $\mu=0.13$ Ha. Only band 1 is occupied, with in-plane occupation $(\mu-e_1)/\pi$. It has $N=0.053052$, $\kappa^2=0.66667$, $\langle v_z^2\rangle=0.040611$ and $\omega_{p,z}^2=0.027074$; $\mathbf q$ is along $z$ unless stated. The numerical check evaluates Eq.~\eqref{def} at finite $q$; its final listing also covers the electron gas at $r_s=4$, with Fermi wavevector $k_F$ equal to the Fermi velocity $v_F$.

\section{The two orders of limits}

On the imaginary axis $F=-N\langle q^2u^2/(\nu^2+q^2u^2)\rangle$ and the rest of $\chi_{00}$ is $O(q^2)$. Setting $\nu=0$ first makes the fraction 1. Sending $q\to0$ first makes it 0 for every $\nu>0$. Hence
\begin{equation}
\lim_{q\to0}\lim_{\nu\to0}\chi_{00}=-N,\qquad\lim_{\nu\to0}\lim_{q\to0}\chi_{00}=0,
\end{equation}
and $q^2\epsilon_{00}=q^2-4\pi\chi_{00}$ tends to $\kappa^2$ and $0$. Every ray $\nu=yq$ gives its own value $F(iy)$ between the two, so $\chi_{00}$ has no limit at the origin. In the static order the electrons have time to cross a wavelength and the density follows the local chemical potential, $\delta n=-N\,\delta V$. In the dynamic order they do not, and particle conservation forces a uniform potential to induce no density.

In the model, $\chi_{00}/N=-1.000000$ at $q=10^{-3}$, $\nu=0$. At $q=10^{-4}$, $\nu=0.01$ the two $O(q^2)$ terms are $-\langle v_z^2\rangle q^2/\nu^2=-4.0611\times10^{-6}$ and $-q^2(\epsilon_{\rm inter}-1)/\kappa^2=-10^{-8}\times2.3025/0.66667=-0.0345\times10^{-6}$. Their sum is the computed $-4.0956\times10^{-6}$.

Without local fields $W_{00}=4\pi/(q^2\epsilon_{00})$, so
\begin{equation}
W_{00}(q\to0,0)=\frac{4\pi}{\kappa^2}=\frac1N,\qquad
W_{00}(q\to0,i\nu)=\frac{4\pi}{q^2}\,\frac{\nu^2}{\epsilon_{\rm inter}\nu^2+\omega_p^2}.
\label{W}
\end{equation}
The second expression diverges as $q\to0$ at any fixed $\nu>0$. The inverse head behaves differently. Since $u^2\le v_{\max}^2$ and the interband term is positive on the imaginary axis, at leading order
\begin{equation}
\epsilon_{00}-1\ge\frac{4\pi N\langle u^2\rangle}{\nu^2+q^2v_{\max}^2}=\frac{\omega_p^2}{\nu^2+q^2v_{\max}^2},
\label{bound}
\end{equation}
which grows without bound along any path to the origin. So $1/\epsilon_{00}\to0$ in both orders, as $q^2/\kappa^2$ and as $\nu^2/\omega_p^2$.

This depends on the kernel. The statements about $\chi$ contain no $v$. For an isolated layer, where Coulomb truncation restores the long-wavelength kernel $2\pi/q$, the same expansion with areal quantities gives $\epsilon-1=2\pi N/q$ statically and $2\pi Dq/\nu^2\to0$ dynamically, with an interband part that also vanishes as $q$. There $1/\epsilon$ itself tends to $0$ and to $1$. The numerical check does not cover this case.

\section{Local fields}

The operator $W=v^{1/2}\epsilon^{-1}v^{1/2}$ equals $A^{-1}$ with $A=v^{-1}-\chi$. Its head is a Schur complement over the body $B$, the block with $\mathbf G,\mathbf G'\ne0$:
\begin{equation}
\frac1{W_{00}}=A_{00}-\sum_{\mathbf G,\mathbf G'\in B}A_{0\mathbf G}(A_B^{-1})_{\mathbf G\mathbf G'}A_{\mathbf G'0},\qquad
\epsilon_M\equiv\frac1{\epsilon^{-1}_{00}}=\frac{4\pi}{q^2W_{00}} .
\label{schur}
\end{equation}
The intraband pair density is $\rho_{\mathbf k}(\mathbf G;\mathbf q)=\int u^*_{\mathbf k+\mathbf q/2}e^{i\mathbf G\cdot\mathbf r}u_{\mathbf k-\mathbf q/2}$. Time reversal allows $u_{-\mathbf k}=u^*_{\mathbf k}$, which turns $\rho_{-\mathbf k}$ into $\int u_{\mathbf k-\mathbf q/2}e^{i\mathbf G\cdot\mathbf r}u^*_{\mathbf k+\mathbf q/2}=\rho_{\mathbf k}$. It is even in $\mathbf k$, so the averaging of $\mathbf k$ with $-\mathbf k$ goes through:
\begin{equation}
\chi^{\rm intra}_{\mathbf G\mathbf G'}=N\left\langle\frac{u^2}{s^2-u^2}\,\rho^*(\mathbf G)\rho(\mathbf G')\right\rangle .
\end{equation}

\emph{Dynamic order.} The intraband wing is $-(q^2/\nu^2)N\langle u^2\rho(\mathbf G)\rangle$, and the intraband body is also $O(q^2)$. The interband wing is $O(q)$, from one factor $\rho(0)$. In Eq.~\eqref{schur} the product of wings is $O(q^2)$, its intraband corrections are $O(q^3)$ at most, and after the factor $4\pi/q^2$ they vanish. Only the intraband head survives:
\begin{equation}
\epsilon_M(i\nu)\to\epsilon_M^{\rm inter}(i\nu)+\omega_p^2/\nu^2 .
\end{equation}
In the RPA, local fields change the interband background and leave the Drude weight alone. With the five vectors $0,\pm G,\pm2G$, at $q=10^{-3}$, $\nu=0.05$, they lower the background from $2.9536$ to $2.7939$, while $13.6231-2.7939=10.8292$ against $\omega_{p,z}^2/\nu^2=10.8296$.

\emph{Static order.} Now $A_{00}\to N$ and $A_{0\mathbf G}\to w_{\mathbf G}=N\langle\rho(\mathbf G)\rangle$, where $\rho_{\mathbf k}(\mathbf G)$ at $q=0$ is a Fourier component of $|u_{\mathbf k}|^2$. The wings are $O(1)$ and
\begin{equation}
W_{00}\to\left[N-\sum w_{\mathbf G}(A_B^{-1})_{\mathbf G\mathbf G'}w^*_{\mathbf G'}\right]^{-1}\ge\frac1N ,
\end{equation}
because $A_B$ is positive definite on the imaginary axis. With $\langle\rho(G)\rangle=-0.278765$ the model gives $20.284$ by this formula and by direct inversion, against $1/N=18.850$, a rise of $7.6\%$ relative to $1/N$.

\emph{Rate of approach.} The wing, unlike the head, has a correction linear in $q$. In the model the plane-wave coefficients are real. Using Eq.~\eqref{kp} with $+q/2$ in the bra and $-q/2$ in the ket,
\begin{equation}
\rho=\rho_k(G)+q\rho'_k(G),\qquad
\rho'=\frac12\sum_{m>1}\frac{p_{m1}}{\Delta_{m1}}\left(\langle1|e^{iGz}|m\rangle-\langle m|e^{iGz}|1\rangle\right).
\end{equation}
Reversing $G$ transposes the real matrix and swaps the two terms, so $\rho'$ is odd in $G$. With $\langle\rho'\rangle=0.70636$ and $q=10^{-3}$ the static intraband wings $\chi^{\rm intra}_{0,\pm G}=-N\langle\rho(\pm G)\rangle$ are $0.278765\mp0.000706$ in units of $N$ (the interband wing, also $O(q)$, is left out here; in this model its part odd in $G$ is $+0.5727\,qN$ against the intraband $-0.7064\,qN$, so the linear term of the full static wing is only $-0.1336\,qN$), and the intraband part of the definition gives $0.278058$ and $0.279471$. The dynamic intraband wing at $\nu=0.05$ is $2.6039\times10^{-7}$, matched when $q\rho'$ is kept, while the leading term alone gives $2.6107\times10^{-7}$.

\emph{The inverse head still vanishes.} For positive definite $A$ the Schur complement is the minimum of $x^\dagger Ax$ over vectors with $x_0=1$. Drop the positive interband and $q^2/4\pi$ terms, and put $\lambda=q^2/(\nu^2+q^2v_{\max}^2)\le1/v_{\max}^2$. At leading order
\begin{equation}
x^\dagger Ax\ge\lambda\Big[v_{\max}^2\sum_{\mathbf G\in B}\frac{G^2}{4\pi}|x_{\mathbf G}|^2+N\Big\langle u^2\Big|1+\sum_{\mathbf G\in B}x_{\mathbf G}\rho(\mathbf G)\Big|^2\Big\rangle\Big]\ge\lambda C .
\end{equation}
The constant $C$ is positive, because the first term vanishes only at $x_{\mathbf G}=0$, where the second is $N\langle u^2\rangle>0$. Thus $\epsilon_M\ge4\pi C/(\nu^2+q^2v_{\max}^2)$. The computed $\epsilon^{-1}_{00}$ is $1.61\times10^{-6}$ at $(q,\nu)=(10^{-3},0)$, $2.41\times10^{-6}$ at $(10^{-3},10^{-4})$ and $3.70\times10^{-5}$ at $(10^{-4},10^{-3})$, and each falls by 4 to within $0.01\%$ when $q$ and $\nu$ are both halved.

\section{Consequences for the $GW$ head}

On a $\mathbf k$ mesh the intraband numerator $f_{n\mathbf k}-f_{n\mathbf k}$ at $\mathbf q=0$ is zero, so the sum \eqref{def} at that point contains no intraband term and it must be supplied from Eq.~\eqref{F}. The table gives $W_{00}$ without local fields, in Ha\,bohr$^3$, at $q=0.01$ along $z$, where $qv_{\max}=0.00296$ Ha and $4\pi/q^2=125663.7$. ``Scaling'' is $4\pi/(q^2\epsilon_{\rm inter}-4\pi F)$ and ``Drude'' is the second of Eqs.~\eqref{W}. The scaling column, to $1\%$ of the full value, and the bound \eqref{bound} are tested at each row.
\begin{center}
\begin{tabular}{cccc}
$\nu$ (Ha) & full & scaling & Drude\\
0 & 18.85 & 18.84 & 0\\
0.0005 & 23.09 & 23.08 & 1.16\\
0.002 & 45.15 & 45.12 & 18.56\\
0.01 & 487.7 & 487.3 & 458.6
\end{tabular}
\end{center}
The Drude form needs $\nu\gg qv_{\max}$. At $\nu=0.01$ it is low by $6\%$ of the full value. The first neglected term of Eq.~\eqref{series} has relative size $q^2\langle u^4\rangle/(\langle u^2\rangle\nu^2)$, which is at most $(0.00296/0.01)^2=0.088$. As $\nu\to0$ at fixed $q$ the Drude form sends $W_{00}$ to zero instead of $1/N$.

The size of this failure depends on the quantity. The correlation part $W_{00}-4\pi/q^2$ at $\nu=0$ is wrong by only $18.85/125663.7=1.5\times10^{-4}$ of itself, of order $q^2/\kappa^2$, so the Drude form reproduces the cancellation of the bare singularity. The static $W_{00}$ itself, which enters a screened-exchange term, is lost entirely. Omitting the intraband term is worse: it leaves $125663.7/3.3201=3.8\times10^4$, the singular head of an insulator.

The scaling column lies slightly below the full one at $\nu=0$, and the cause is the $O(q^2)$ remainder. The interband term alone would add $-10^{-4}\times2.3201/0.66667=-3.5\times10^{-4}$ to $\chi/N$, yet the full value is $-0.999953$. In this model the occupation $(\mu-e_1)/\pi$ is linear in energy, so the static intraband term is exactly $-N\langle|\rho_{11}(0)|^2\rangle$. The loss of overlap is of the same order in $q$ as the interband gain, has the opposite sign, and is absent from $F$.

A numerical broadening $z=\omega+i\eta$ turns the Drude term into $-\omega_p^2/(\omega+i\eta)^2$, which is finite at $\omega=0$. The relaxation-time form $-\omega_p^2/[\omega(\omega+i\gamma)]$ diverges there and yields a finite conductivity. Expanding both in $1/\omega$ gives the factors $1-2i\eta/\omega$ and $1-i\gamma/\omega$, so they agree with $\gamma=2\eta$ only for $\omega\gg\eta$. Scattering lies outside Eq.~\eqref{def}. With collisions, Eq.~\eqref{F} needs $|z|$ to be well above the scattering rate $\gamma$, or else $q|u|\gg\gamma$ on the parts of the Fermi surface that carry most of $N$. The condition $qv_{\max}\gg\gamma$ alone is not enough: for two spherical sheets with $90\%$ of $N$ on a sheet of velocity $v_{\max}/50$, a number-conserving relaxation-time treatment at $qv_{\max}=20\gamma$, $\nu=0.1\gamma$ gives $-0.62N$ where $F=-0.70N$. The static value $-N$ at $z=0$ is an exception: it is an equilibrium response, and a relaxation-time treatment that conserves particle number leaves it unchanged.

\section*{Numbers as computed}
\begin{verbatim}
gas: rs = 4.0 bohr, kF = vF = 0.47979 au, n = 0.003730 bohr^-3
gas: N = 0.048613 Ha^-1 bohr^-3, kappa^2 = 0.61089 bohr^-2
gas: wp = 0.21651 Ha = 5.891 eV
gas: chi/N (q=0.01, nu=0) = -0.999964; (q=0.001, nu=0.1 Ha) = -7.6732e-06
gas: F/N(s=0.5i vF) = -0.446426, error ratio q=0.02/0.01 = 4.000
gas: chi/N (q=0.01, w=0.5 q vF) = -0.72528-0.78540j, F/N = -0.72535-0.78540j
gas: next-order dynamic coefficient = 0.59999
layer: c = 6.0 bohr, U = 0.05 Ha, mu = 0.13 Ha, G = 1.04720 bohr^-1
layer: band1 -0.00899..0.08490 Ha, band2 bottom 0.18469 Ha
layer: n = 0.0053363 bohr^-3, N = 0.053052 Ha^-1 bohr^-3, kappa^2 = 0.66667 bohr^-2
layer: FS Dxx = 0.0053363, Dzz = 0.0021545, curvature Dzz = 0.0021545 bohr^-3
layer: smeared T = 0.004 Ha: Dxx = 0.0053363, Dzz = 0.0021545 bohr^-3
layer: interband weight = 0.0031818, Dzz + it = 0.0053363 bohr^-3
layer: <vz^2> = 0.040611 au, max|vz| = 0.29586 au, max metric = 27.749 bohr^2
layer: wp_x = 0.25895 Ha = 7.047 eV
layer: wp_z = 0.16454 Ha = 4.477 eV
static  q = 0.01 bohr^-1, nu = 0: chi/N = -0.999953
static  q = 0.001 bohr^-1, nu = 0: chi/N = -1.000000
dynamic q = 0.0001, nu = 0.01 Ha: chi/N = -4.0956e-06, -nu^2 chi_intra/q^2 = 0.0021545
dynamic q = 1e-05, nu = 0.001 Ha: chi/N = -4.0614e-06, -nu^2 chi_intra/q^2 = 0.0021545
w = 0.05 Ha: eps_inter = 3.8824, Drude = 10.8296, eps00 formula -6.9472, q=1e-3 -6.9474
45 deg, s=0.2i au: F/N = -0.467219, q=0.002 chi/N = -0.467223, error ratio 3.992
45 deg: wp^2 tensor = 0.047066, definition = 0.047063 Ha^2
<rho(G)> = -0.278765, <rho'(G)> = 0.70636 bohr
static intraband wing/N (q=0.001): +G 0.278058, -G 0.279471
dynamic intraband wing (q=0.001, nu=0.05) = 2.6039e-07, leading 2.6107e-07, with q rho' 2.6039e-07 au
nu=0.05 Ha: eps_M = 13.6231, interband-only with LF = 2.7939, without LF = 2.9536
nu=0.05 Ha: difference = 10.8292, wp_z^2/nu^2 = 10.8296
static W00: 1/N = 18.8496, LF formula = 20.2836, q=1e-3 inversion = 20.2835 Ha bohr^3
eps^-1_00 (q=0.001, nu=0) = 1.6141e-06, halved ray ratio 4.0000
eps^-1_00 (q=0.001, nu=0.0001) = 2.4102e-06, halved ray ratio 4.0000
eps^-1_00 (q=0.0001, nu=0.001) = 3.6956e-05, halved ray ratio 3.9997
W00 without LF at q = 0.01 bohr^-1 (Ha bohr^3); q*vmax = 0.00296 Ha; bare = 125663.7
  nu = 0 Ha: eps_inter 3.3201, full 18.848, scaling 18.840, Drude 0.000
  nu = 0.0005 Ha: eps_inter 3.3200, full 23.086, scaling 23.076, Drude 1.160
  nu = 0.002 Ha: eps_inter 3.3194, full 45.147, scaling 45.121, Drude 18.557
  nu = 0.01 Ha: eps_inter 3.3025, full 487.657, scaling 487.273, Drude 458.555
\end{verbatim}
